\section*{Why Bond-Energy Partition Leaves the Steady Heat Flux Unchanged}

\section{Two atoms and one spring}

Two equal atoms, L on the left and R on the right, are joined by a spring and vibrate about a fixed centre of mass. A plane passes through that centre. No heat source is present, and by symmetry neither side is favoured. How much energy crosses the plane?

Let $r$ be the bond length, $\phi(r)$ the bond energy and $E$ the constant total energy. The atoms have opposite velocities, so each carries half of the kinetic energy, $(E-\phi)/2$. If a share $w$ of the bond energy is assigned to the right, the right side holds
\begin{equation}
E_w=\frac{E-\phi}{2}+w\phi=\frac E2+\left(w-\frac12\right)\phi .
\end{equation}
The flux to the right is its rate of change,
\begin{equation}
J_w=\left(w-\frac12\right)\frac{d\phi}{dt}.
\end{equation}
With equal shares the flux is zero at every instant. With $w=0$ or $w=1$ it oscillates, with opposite signs in the two cases. Over a full period $\phi$ returns to its starting value, so every choice of $w$ gives zero average. The partition has changed where the stored energy is counted, but not the motion.

\section{The contributions to the flux}

Now let the plane cut a chain of atoms with nearest-neighbour bonds between fixed walls. L and R are the atoms on either side of the plane, and no atom crosses it. Heat baths may act on atoms far from the plane. The energy of the right side is
\begin{equation}
E_w=K_{\rm right}+U_{\rm right}+w\phi ,
\end{equation}
where $U_{\rm right}$ contains the bonds wholly on the right, including the one to the wall.

Let $F=-\phi'(r)$ be the force of the crossing bond on R, positive to the right. If $f_i$ is the force on atom $i$ from the bonds in $U_{\rm right}$, and $P_{\rm right}$ is the bath power delivered to the right side, Newton's law gives
\begin{equation}
\frac{dK_{\rm right}}{dt}=\sum_{i\in{\rm right}}f_i v_i+Fv_R+P_{\rm right},
\qquad
\frac{dU_{\rm right}}{dt}=-\sum_{i\in{\rm right}}f_i v_i .
\end{equation}
The wall does not move and so does no work. The sums cancel when the two rates are added. The flux through the plane is what remains of $dE_w/dt$ after the bath power is removed:
\begin{equation}
J_w=\frac{dE_w}{dt}-P_{\rm right}
=Fv_R+w\frac{d\phi}{dt}+\phi\frac{dw}{dt}.
\label{eq:parts}
\end{equation}

The first term is the rate at which the crossing bond does work on R. The second is the assigned share of the change in bond energy. The third appears when the share itself depends on the positions.

\subsection{Constant share}

For constant $w$ the third term vanishes. Since $r=x_R-x_L$,
\begin{equation}
\frac{d\phi}{dt}=\phi'(r)(v_R-v_L)=F(v_L-v_R),
\end{equation}
and therefore
\begin{equation}
J_w=Fv_R+wF(v_L-v_R)=F\left[(1-w)v_R+wv_L\right].
\end{equation}
Assigning the bond wholly to the left gives $J_0=Fv_R$, the work term alone. Assigning it wholly to the right gives $J_1=Fv_L$. Their difference is $d\phi/dt$.

The choice affects the size of the fluctuations. At classical equilibrium the velocities are independent of the positions and of each other, with $\langle v^2\rangle=k_BT/m$, where $T$ is the temperature and $m$ the atomic mass. The cross term $\langle v_Lv_R\rangle$ vanishes, so
\begin{equation}
\langle J_w^2\rangle=\langle F^2\rangle\frac{k_BT}{m}
\left[(1-w)^2+w^2\right].
\end{equation}
The bracket is 1 for a one-sided share and has its minimum, $1/2$, at $w=1/2$. Equal sharing thus halves the mean-square instantaneous flux.

\subsection{Share that follows the geometry}

Another partition gives the right side the fraction of the bond length lying to the right of the plane at $X$:
\begin{equation}
w=\frac{x_R-X}{r},\qquad
\frac{dw}{dt}=\frac{v_R}{r}-\frac{x_R-X}{r^2}\frac{dr}{dt}
=\frac{1}{r}\left(v_R-w\frac{dr}{dt}\right).
\end{equation}
Here the zero of energy matters. Replacing $\phi$ by $\phi+c$ adds $c\,dw/dt$ to the flux, whereas for constant $w$ it adds nothing. The addition is again the time derivative of a function of the positions.

The term $\phi\,dw/dt$ cannot be dropped. Without it the flux no longer balances $E_w$, and the argument below does not protect its average. The resulting bias can be small: in the driven thread treated below, the term averages to $(1.6\pm0.2)\times10^{-4}$ eV/ps, about 0.4\% of the flux.

\section{What survives a time average}

For two partitions $a$ and $b$, define $S=w_a\phi_a-w_b\phi_b$. The subscripts on $\phi$ allow different energy zeros. The work term in Eq.~\eqref{eq:parts} is common to both, so
\begin{equation}
J_a-J_b=\frac{dS}{dt},\qquad
\overline{J_a}-\overline{J_b}
=\frac1\tau\int_0^\tau\frac{dS}{dt}\,dt
=\frac{S(\tau)-S(0)}{\tau},
\label{eq:identity}
\end{equation}
where the bar is an average over time $\tau$. If $|S|\le B$ throughout, the difference is at most $2B/\tau$ and vanishes as $\tau\to\infty$. If several bonds cross the plane, $S$ is the sum of their contributions.

A strict bound is sufficient but not necessary; $S(\tau)/\tau\to0$ is enough. This matters for Langevin baths, whose random forces permit rare, arbitrarily large energies. In a steady state with finite variance,
\begin{align}
\left\langle[S(\tau)-S(0)]^2\right\rangle
&=2\,{\rm Var}\,S-2\,{\rm Cov}[S(\tau),S(0)]\nonumber\\
&\simeq 2\,{\rm Var}\,S ,
\end{align}
where the last line holds once the end values are uncorrelated. The root-mean-square (rms) difference between the averages is then $\sqrt{2\,{\rm Var}\,S}/\tau$.

This must be weighed against ordinary sampling noise. If $C(s)$ is the correlation function of the flux fluctuations, the variance of a long average is approximately
\begin{equation}
\frac1\tau\int_{-\infty}^{\infty}C(s)\,ds .
\end{equation}
When the integral is nonzero, the noise falls as $\tau^{-1/2}$. The partition difference falls faster, as $\tau^{-1}$, because it is a total derivative and retains only end values.

\section{A driven atomic thread}

Consider ten atoms of mass 28 u, spaced by 0.235 nm and moving along the chain axis. Each bond has the Morse energy
\begin{equation}
\phi(r)=D\left[1-e^{-\alpha(r-r_0)}\right]^2,
\end{equation}
with $D=2$ eV, $\alpha=9\ {\rm nm}^{-1}$ and $r_0=0.235$ nm. Langevin baths with friction rate $10\ {\rm ps}^{-1}$ act on the two end atoms, with bath temperatures of 350 K on the left and 250 K on the right. Because heat flows, the end atoms themselves do not reach the bath temperatures. The plane lies midway along the chain.

The equations of motion were integrated with a velocity-Verlet splitting and a 1 fs step, for 320 independent copies. Each copy settled for 10 ps and was then averaged for 40 ps. For the length-fraction partition the bond energy is $\phi-D$, which is zero for separated atoms.

\subsection{One copy}

At the start of averaging, the fluxes in one copy are 1.890, 2.057 and 2.224 eV/ps for $w=0$, $1/2$ and $1$. The length fraction gives $-2.415$ eV/ps. Even the direction of the instantaneous flux depends on the partition.

The 40 ps averages for the three constant shares are 0.04057, 0.04031 and 0.04005 eV/ps. During this time the crossing-bond energy changes from 0.02108 to 0.00031 eV, so Eq.~\eqref{eq:identity} requires
\begin{equation}
\overline{J_1}-\overline{J_0}
=\frac{0.00031-0.02108}{40}
=-0.000519\ {\rm eV/ps}.
\end{equation}
The integrated fluxes give $-0.000516$ eV/ps. The identity is exact in continuous time; the small discrepancy comes from the finite time step.

The length fraction gives 0.04423 eV/ps, which is 0.00392 eV/ps above equal sharing. Its end-value difference is therefore $0.00392\times40=0.157$ eV. Most of this is $-D\Delta w$, which implies $\Delta w\simeq-0.08$. Because $w=1/2+(x_{\rm mid}-X)/r$, with $x_{\rm mid}$ the bond midpoint, a leftward shift of about 0.02 nm is sufficient. A large energy offset makes this partition slower to settle.

\subsection{All copies}

The rms instantaneous fluxes are 0.841, 0.599 and 0.842 eV/ps for $w=0$, $1/2$ and $1$. The mean square for equal shares is 0.505 times the one-sided value, close to the equilibrium ratio of $1/2$ although the chain is driven.

The length fraction has an rms flux of 1.814 eV/ps. Its offset explains the size: near $w=1/2$, $dw/dt\simeq(v_L+v_R)/(2r)$, so the offset term has rms value $D\sqrt{k_BT/(2m)}/r\simeq1.8$ eV/ps at 300 K.

All three constant shares give a mean flux of $0.0367\pm0.0007$ eV/ps, or 5.9 nW, where the uncertainty is one standard error. The length fraction gives the same value to this precision. The baths carry 0.0368 eV/ps, taken as half the difference between the powers supplied by the hot and cold baths. Averaging over copies helps this agreement, since in a steady ensemble $\langle S\rangle$ is constant at any $\tau$. The effect of time itself appears when single windows are compared:

\begin{center}
\begin{tabular}{cccc}
$\tau$ (ps) & rms $\overline{J_1}-\overline{J_0}$ & $\sqrt{2\,{\rm Var}\,\phi}/\tau$ & noise of $\overline{J_{1/2}}$\\
0.1 & 0.230 & 0.235 & 0.333\\
1 & 0.0231 & 0.0235 & 0.0903\\
10 & 0.0026 & 0.0024 & 0.0243\\
40 & 0.0006 & 0.0006 & 0.0121
\end{tabular}
\end{center}

Fluxes are in eV/ps, and the noise is the standard deviation among windows. The third column uses the measured standard deviation of the bond energy, 0.0166 eV. At 10 ps the unrounded difference is about 10\% above the estimate. This is sampling scatter: shifting the window origin moves the ratio by about 5\% rms, and all overlapping 10 ps windows together agree with the estimate to within 1\%. From 10 to 40 ps the noise halves, while the partition difference falls by a factor of 4.4, near the expected 4. At 40 ps the difference is about 5\% of the noise.

A worst-case estimate is much larger than the typical difference. The highest bond energy reached at any time step is 0.436 eV (0.230 eV among records taken every 0.1 ps), and the lowest possible is zero. End values within this range allow a difference of at most $0.436/40=0.011$ eV/ps, or 30\% of the mean flux. To stay below 1\% under the same restriction would take about 1200 ps. The observed maximum is not a strict bound and tends to rise with more sampling.

\section{When stored energy keeps growing}

Boundedness fails in a harmonic chain whose $N$ atoms are all heated by independent random forces without friction. Let each atom receive mean power $p$, starting from rest. Equal masses and equal forcing mean that each normal mode also receives power $p$. For a mode of angular frequency $\omega$, the velocity variance is fed at rate $2p/m$, so its coordinate $q$ obeys
\begin{align}
\frac12m\omega^2\langle q^2\rangle
&=p\int_0^t\sin^2[\omega(t-s)]\,ds\nonumber\\
&=p\left[\frac t2-\frac{\sin(2\omega t)}{4\omega}\right].
\end{align}
Apart from a bounded oscillation, every mode stores potential energy $pt/2$. The total is $Npt/2$.

There are $N+1$ equal springs. The fixed walls force their extensions to sum to zero, and the growing part of the motion is spread equally over all $N$ extension patterns allowed by this condition. That distribution is unchanged when springs are interchanged, so each spring has the same share:
\begin{equation}
\langle\phi\rangle\simeq\frac{N}{2(N+1)}pt,
\qquad
\left\langle\overline{J_1}-\overline{J_0}\right\rangle\longrightarrow\frac{N}{2(N+1)}p .
\end{equation}
For $N=10$ and $p=1$ meV/ps this is $10/22=0.4545$ meV/ps. Evolving the covariance matrix of the chain for 50 ps, with the same mass and small-amplitude bond stiffness as above, gives 0.4546 meV/ps. Longer averaging does not remove this difference. The value is a mean over many runs. In one run the difference is $\phi(\tau)/\tau$, proportional to the square of a Gaussian variable, so it scatters about the mean with a standard deviation $\sqrt2$ times the mean, 0.64 meV/ps here, however long the run. With the plane at the centre, mirror symmetry makes the ensemble means of $J_0$ and $J_1$ opposite and that of equal sharing zero; single runs with equal sharing still scatter by about 2 meV/ps. The difference is set by how fast the bond energy grows, so the partition needs stating when warming is rapid. For slow warming near equilibrium, the same chain has $\langle\phi\rangle=Nk_BT/[2(N+1)]$. Warming at 1 K/ps then gives a difference of about $4\times10^{-5}$ eV/ps, only 0.1\% of the flux in the driven thread.

\section{The thread beside real silicon}

The mass, spacing and bond depth are rough silicon-like values, but the bond stiffness $2D\alpha^2=324$ eV/nm$^2$ is only about a third of that of a silicon--silicon bond, roughly 1000 eV/nm$^2$, so the frequencies below are those of a softer bond. Nor is the thread crystalline silicon, where each atom has four bonds and moves in three dimensions. A long harmonic chain with the same mass and bond stiffness has a top frequency of 10.6 THz, below silicon's value of about 15.6 THz. A 100 K difference between baths only about 2 nm apart is also far larger than usual in devices.

Classical statistics is one assumption that real devices break. For a perfectly transmitting harmonic band with this top frequency, quantum statistics lowers the conductance at 300 K to 0.93 of its classical value. A band reaching silicon's higher top frequency would be lowered further. Missing transverse motion can matter more. The classical ceiling for one such band is its top frequency times $k_B\Delta T$, where $\Delta T$ is the bath temperature difference, or 0.092 eV/ps here. Each of two transverse bands could add up to that amount if it were equally stiff, and less if softer. Bond rupture is negligible: for free bonds, an attempt frequency times $e^{-D/k_BT}$ at 350 K predicts about $10^{-23}$ events in all the runs. The fixed walls hinder it further, because stretching one bond compresses the others. These corrections concern the size of the heat flux. Within classical mechanics, the partition difference remains the change in assigned stored energy divided by the averaging time.

All numerical values are calculated from the stated model.
